\section*{Loss of hydrogenic binding in a screened, heavily doped phase-change semiconductor}

\section*{The question}

A doped semiconductor can combine a large background permittivity with many free carriers. This question asks when those carriers screen a charged centre so strongly that it can no longer bind one of them, and what this implies for a heavily doped sample.

Carriers of charge $\pm e$ and density $n$ occupy one isotropic parabolic valley of effective mass $m$, with two spin states, at zero temperature. A fixed centre carries one elementary charge of opposite sign. For holes, energies are hole energies and the centre is a negative acceptor. The background permittivity is $\varepsilon=\varepsilon_r\varepsilon_0$, and
\[
a=\frac{4\pi\varepsilon\hbar^2}{me^2},\qquad x=n^{1/3}a .
\]
Exchange, correlation, disorder and the finite density of centres are neglected. The empirical form of Mott's criterion for the metal--insulator transition, called Mott's value below, is $x\approx0.26$ with a scatter of about $0.05$. It is compiled from many systems, including many-valley Si and Ge, with $a$ taken as the effective radius of the isolated centre, so a comparison with a one-valley model is only indicative.

\section*{(a) Screening}

\textbf{Question.} Find the linear Thomas--Fermi potential energy of a carrier near the centre, and express the inverse screening length $\kappa$ through $x$.

\textbf{Answer.} Each spin state has $1/(2\pi)^3$ plane waves per unit volume of real and wave-vector space. Filling a sphere of radius $k_F$ gives
\[
n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}.
\]
With $E_F=\hbar^2k_F^2/2m$,
\[
\frac{dn}{dE_F}=\frac{dn/dk_F}{dE_F/dk_F}
=\frac{k_F^2/\pi^2}{\hbar^2k_F/m}=\frac{mk_F}{\pi^2\hbar^2}.
\]
In a slowly varying potential energy $V$ the local Fermi energy is $E_F-V$, so to first order $\delta n=-(dn/dE_F)V$. The centre attracts and the accumulated carriers repel. Poisson's equation, multiplied by the carrier charge, is therefore
\[
\nabla^2V=\frac{e^2}{\varepsilon}\delta^3(\mathbf r)-\frac{e^2}{\varepsilon}\delta n
=\frac{e^2}{\varepsilon}\delta^3(\mathbf r)+\kappa^2V,
\qquad \kappa^2=\frac{e^2}{\varepsilon}\frac{dn}{dE_F}.
\]
The decaying solution is
\[
V(r)=-\frac{e^2}{4\pi\varepsilon r}e^{-\kappa r}.
\]
Indeed $r^{-1}(rV)''=\kappa^2V$ for $r>0$, and $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$ supplies the source. The number of accumulated carriers is
\[
\int\delta n\,d^3r=\frac{dn}{dE_F}\frac{e^2}{4\pi\varepsilon}\,4\pi\int_0^\infty re^{-\kappa r}dr
=\kappa^2\frac1{\kappa^2}=1,
\]
so the centre is fully compensated at large distance. Since $e^2m/(\varepsilon\hbar^2)=4\pi/a$,
\begin{equation}
\kappa^2=\frac{4k_F}{\pi a},\qquad
(\kappa a)^2=\frac4\pi(3\pi^2)^{1/3}x .
\label{screen}
\end{equation}
Linearization requires $|V|\ll E_F$. At the threshold found in part (c), $|V|$ reaches $E_F$ at $r=0.83/\kappa$ and is still $0.71E_F$ at $r=1/\kappa$, so linearization is a substantial approximation there. The Thomas--Fermi form also requires $V$ to vary slowly over $1/k_F$, a condition examined in part (e).

\section*{(b) An analytic bound on the critical screening}

\textbf{Question.} Formulate the threshold for a bound state as a minimum problem. Use $u=1-e^{-bs}$, with $s=\kappa r$, to bound the critical value $\kappa_ca$.

\textbf{Answer.} Write the s-wave function as $u(r)/r$. Multiplying the radial equation by $2m/\hbar^2$ and dividing by $\kappa^2$ gives
\[
-u''-gW(s)u=\frac{2mE}{\hbar^2\kappa^2}u,\qquad
W=\frac{e^{-s}}s,\quad g=\frac2{\kappa a},\quad u(0)=0 .
\]
Higher angular momentum adds the positive term $l(l+1)/s^2$, so if no s state is bound, no other state is.

The potential vanishes at infinity, so the continuum starts at $E=0$. A bound state exists if some normalizable $u$ makes $\int u'^2ds-g\int Wu^2ds$ negative. Hence the threshold strength is
\begin{equation}
g_c=\inf_u\frac{\int_0^\infty u'^2ds}{\int_0^\infty Wu^2ds}.
\label{quotient}
\end{equation}
A trial function tending to a constant $u_\infty$ is admissible as a limit. Bringing it linearly to zero between $s=L$ and $2L$ costs $\int u'^2ds\to u_\infty^2/L$, which vanishes as $L\to\infty$, while the change in the denominator is exponentially small.

For the given trial function the numerator is $\int_0^\infty b^2e^{-2bs}ds=b/2$. For the denominator, use
\[
\int_0^\infty\frac{e^{-ps}-e^{-qs}}s\,ds
=\int_p^q dt\int_0^\infty e^{-ts}ds=\ln\frac qp .
\]
Expanding the square and grouping terms,
\begin{align*}
\int_0^\infty W(1-e^{-bs})^2ds
&=\int_0^\infty\frac{e^{-s}-e^{-(1+b)s}}s\,ds
-\int_0^\infty\frac{e^{-(1+b)s}-e^{-(1+2b)s}}s\,ds\\
&=\ln(1+b)-\ln\frac{1+2b}{1+b}
=\ln\frac{(1+b)^2}{1+2b}.
\end{align*}
Therefore
\[
g(b)=\frac{b/2}{\ln[(1+b)^2/(1+2b)]}.
\]
For small $b$ the logarithm is close to $b^2$ and $g\simeq1/(2b)$. For large $b$, $g\simeq b/[2\ln(b/2)]$. Both limits diverge, so the minimum is at finite $b$. Setting $g'(b)=0$ means that the logarithm equals $b$ times its derivative:
\[
\ln\frac{(1+b)^2}{1+2b}
=b\left(\frac2{1+b}-\frac2{1+2b}\right)=\frac{2b^2}{(1+b)(1+2b)}.
\]
The solution is $b=1.535$, where both sides are $0.45675$ and $g=0.7675/0.45675=1.680$. A trial value cannot lie below $g_c$, and $\kappa a=2/g$, so
\[
\kappa_ca\ge1.190 .
\]

\section*{(c) The critical density}

\textbf{Question.} Refine the bound to a value, establish that it belongs to the first bound state, and find the critical $x$. Compare it with Mott's value.

\textbf{Answer.} Take $u=\sum_jc_j(1-e^{-b_js})$. The integrals of part (b) become
\[
K_{ij}=\int_0^\infty u_i'u_j'ds=\frac{b_ib_j}{b_i+b_j},\qquad
V_{ij}=\int_0^\infty Wu_iu_jds=\ln\frac{(1+b_i)(1+b_j)}{1+b_i+b_j}.
\]
Making the quotient stationary gives $Vc=\lambda Kc$. The smallest $g$ is $1/\lambda_{\max}$, hence $\kappa a=2\lambda_{\max}$, again a lower bound. The exponents $1,2$ give $1.19052$, and $1,2,4,8,16$ give $1.19059$.

The limit can be found independently. Varying (\ref{quotient}) with a free value at infinity gives
\[
u''+gWu=0,\qquad u(0)=0,\qquad u'(\infty)=0 .
\]
Integrating outward from $u'(0)=1$ and adjusting $g$ until the final slope vanishes gives $g=1.6798$, or $\kappa_ca=1.1906$.

This solution must have no node. Suppose it had one at $s_1$. Integration by parts gives $\int u'^2ds=g\int Wu^2ds$ separately on $[0,s_1]$ and $[s_1,\infty)$. The Cauchy--Schwarz inequality gives $u^2\le s\int_0^{s_1}u'^2ds$ on the first interval and $u^2\le(s-s_1)\int_{s_1}^\infty u'^2ds$ on the second. Inserting these and adding,
\[
\frac2g\le\int_0^{s_1}sW\,ds+\int_{s_1}^\infty(s-s_1)W\,ds
\le\int_0^\infty e^{-s}ds=1 ,
\]
so a node requires $g\ge2$, contrary to $g=1.6798$.

A nodeless solution gives the minimum. Write any trial function that vanishes at large $s$ as $v=uw$. Then
\[
v'^2=u^2w'^2+(uu'w^2)'-uu''w^2 .
\]
The total derivative integrates to zero and $-uu''=gWu^2$, so
\[
\int v'^2ds-g\int Wv^2ds=\int u^2w'^2ds\ge0 .
\]
No trial function gives a smaller quotient. The value found is the first threshold.

Equation (\ref{screen}) now gives
\begin{equation}
x_c=\frac{\pi(\kappa_ca)^2}{4(3\pi^2)^{1/3}}
=\frac{\pi(1.1906)^2}{4(3.0937)}=0.360 .
\label{critical}
\end{equation}
The Yukawa attraction weakens at every distance as $\kappa$ grows, and $\kappa$ grows with $n$. Binding therefore exists below $x_c$ and not above it.

The ratio to Mott's value is $0.360/0.26=1.38$, but in density this is a factor of $2.65$. The rough condition $\kappa a=1$ would give
\[
x=\frac{\pi}{4(3\pi^2)^{1/3}}=0.254 ,
\]
much closer to $0.26$. That does not justify it: at $\kappa a=1$ the Yukawa potential still binds. The closeness comes from replacing the solved threshold by an order-of-magnitude condition.

Equation (\ref{critical}) gives the density at which a bound level appears in the linearly screened potential. Mott's argument, which is not calculated here, reads it as an instability seen from the metallic side. A metal with $n<n_c$ has centres able to trap carriers; trapping reduces the screening and strengthens the remaining attraction. Far below $n_c$ the assumed degenerate gas is no longer self-consistent. The one-centre calculation does not determine the order of the transition or the density at which a real sample stops conducting.

\section*{(d) Several valleys}

\textbf{Question.} How does the Thomas--Fermi result change for $g_v$ equivalent isotropic valleys without intervalley coupling?

\textbf{Answer.} At total density $n$ each valley holds $n/g_v$, so $k_F=(3\pi^2n/g_v)^{1/3}$. The density of states is the sum over valleys, so
\[
\kappa^2=\frac{4g_vk_F}{\pi a},\qquad
(\kappa a)^2=\frac4\pi g_v^{2/3}(3\pi^2)^{1/3}x .
\]
The bound-state equation within a valley, and hence $\kappa_ca$, is unchanged. Thus
\[
x_c(g_v)=g_v^{-2/3}x_c(1),\qquad n_c(g_v)=g_v^{-2}n_c(1).
\]
For four valleys this gives $x_c=0.360/2.52=0.143$, a critical density lower by a factor of $16$. Such a strong dependence should not be trusted. At threshold $\kappa/k_F=4g_v/(\pi\kappa_ca)=1.07\,g_v$, which is $4.3$ for four valleys, so the potential varies rapidly over $1/k_F$ and the Thomas--Fermi form fails. Part (e) gives a better estimate. Anisotropic masses or intervalley coupling would change the binding problem itself.

\section*{(e) Is the screening law adequate?}

\textbf{Question.} For one valley, test the slow-variation assumption at threshold. Replace the Thomas--Fermi response by the static linear response of free carriers. Does the estimate move towards $0.26$?

\textbf{Answer.} At threshold $k_Fa=(3\pi^2)^{1/3}x_c=1.113$, so $\kappa/k_F=1.1906/1.113=1.07$. The screening length is about $1/k_F$, so the potential does not vary slowly over that distance and the assumption is not secure.

For a Fourier component $V_q$, first-order perturbation of the occupied plane waves gives two equal contributions, from $\mathbf k+\mathbf q$ and $\mathbf k-\mathbf q$. Including spin,
\[
\delta n_q=4V_q\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac1{E_k-E_{\mathbf k+\mathbf q}}
=-\frac{8mV_q}{\hbar^2}\int_{k<k_F}\frac{d^3k}{(2\pi)^3}
\frac1{q^2+2\mathbf k\cdot\mathbf q},
\]
with principal values understood. The angular integral gives
\[
\delta n_q=-\frac{mV_q}{\pi^2\hbar^2q}\int_0^{k_F}k\ln\left|\frac{q+2k}{q-2k}\right|dk .
\]
Put $k=k_Ft$ and $q=2k_Fy$. Integrating by parts with $(t^2-y^2)/2$ as the antiderivative of $t$,
\[
\int_0^1t\ln\left|\frac{y+t}{y-t}\right|dt
=\frac{1-y^2}2\ln\left|\frac{1+y}{1-y}\right|+y .
\]
Hence $\delta n_q=-(dn/dE_F)F(y)V_q$, where
\[
F(y)=\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right|
\]
is the Lindhard function. It behaves as $1-y^2/3$ for small $y$ and as $1/(3y^2)$ for large $y$: short waves are screened less than Thomas--Fermi theory assumes.

Poisson's equation gives $V_q=-(e^2/\varepsilon)/(q^2+\kappa^2F)$. Its inverse transform is
\[
V(r)=-\frac{e^2}{4\pi\varepsilon r}Z(r),\qquad
Z(r)=\frac2\pi\int_0^\infty\frac{q\sin qr}{q^2+\kappa^2F(q/2k_F)}dq .
\]
With lengths in units of $a$ and trial functions $1-e^{-b_jr}$, the integral $\int_0^\infty e^{-br}\sin(qr)\,dr/r=\arctan(q/b)$ gives the attraction matrix
\[
A_{ij}=\frac2\pi\int_0^\infty\frac{q\,dq}{q^2+\kappa^2F}
\left[\frac\pi2-\arctan\frac q{b_i}-\arctan\frac q{b_j}
+\arctan\frac q{b_i+b_j}\right].
\]
At threshold $\int u'^2dr=2\int(Z/r)u^2dr$, so the largest eigenvalue of $Ac=\lambda Kc$ must be $1/2$. As a test, setting $F=1$ recovers (\ref{critical}) within the basis error.

With the Lindhard function, six and eight exponents both give $x=0.398$. This agreement tests convergence within smooth exponentials; being variational, the estimate approaches the threshold from below. The corresponding density is $1.35$ times the Thomas--Fermi value. For one valley, better static linear screening therefore moves the estimate away from $0.26$. The remaining difference must involve effects outside this one-valley, free-carrier, linear, one-centre model. Nonlinear screening is one candidate. Within a screening length $|V|$ is comparable with $E_F$ or larger, and the local Thomas--Fermi density, proportional to $(E_F-V)^{3/2}$, then rises by more than its linear term. This strengthens the screening and so acts to lower the threshold. The calculation does not say which effect dominates.

The same method applies to several valleys, with $k_F$ and $\kappa$ taken from part (d). For $q\gg2k_F$ the screening term becomes
\[
\kappa^2F\simeq\frac{4g_vk_F}{\pi a}\,\frac{4k_F^2}{3q^2}=\frac{16\pi n}{aq^2},
\]
which does not depend on $g_v$. Adding valleys at fixed density therefore soon stops improving the screening. For four valleys the Lindhard threshold is $x_c=0.275$, so the critical density is about one third of the one-valley value, not one sixteenth. In this case the better screening law moves the estimate from $0.143$ towards $0.26$.

\section*{(f) A heavily doped example}

\textbf{Question.} Take the round model parameters $\varepsilon_r=30$, $m=0.30\,m_e$ and $n=1.0\times10^{20}\,\mathrm{cm^{-3}}$, with one or four valleys. Can loss of carriers to isolated hydrogenic centres explain insulating behaviour?

\textbf{Answer.} The effective Bohr radius is $a=5.29\,\mathrm{nm}=5.29\times10^{-7}\,\mathrm{cm}$. For one valley,
\[
n_c=\left(\frac{0.360}{5.29\times10^{-7}\,\mathrm{cm}}\right)^3
=3.15\times10^{17}\,\mathrm{cm^{-3}} .
\]
Mott's value would give $1.19\times10^{17}\,\mathrm{cm^{-3}}$. With four valleys the Thomas--Fermi result is $1.97\times10^{16}\,\mathrm{cm^{-3}}$, but the more reliable Lindhard threshold of part (e) gives $1.4\times10^{17}\,\mathrm{cm^{-3}}$. High permittivity and low mass enlarge $a$, and $n_c$ falls as $a^{-3}$.

At the chosen density $x=2.46$. Equation (\ref{screen}) gives
\[
\kappa a=\sqrt{\frac4\pi(3.094)(2.46)}=3.11
\]
for one valley and $4.94$ for four. Both are far above $1.19$, so the Thomas--Fermi potential has no bound state. For four valleys $\kappa/k_F=1.03$, so slow variation is again not secure, but $x=2.46$ is also far above the Lindhard thresholds $0.398$ and $0.275$. For one valley $E_F=0.26\,\mathrm{eV}$ at this density, where a real band may depart from the assumed parabolic form. The density is about $318$ times the one-valley threshold, so the choice among $x=0.26$, $0.36$ and $0.40$ does not affect the conclusion.

Diagonalizing the one-valley radial problem in a sphere of radius $200a$ provides a further test. In units of $\hbar^2/(ma^2)$, the lowest level is $-0.0047$ at $n_c/2$ and $+0.00011$ at $2n_c$. At the chosen density it is $+0.00012$, close to the empty-sphere value $(\pi/200)^2/2$. The positive levels are continuum states made discrete by the wall.

The zero-temperature assumption matters near threshold. There $E_F=5.6\,\mathrm{meV}$ for one valley, equivalent to $65\,\mathrm K$, so the threshold estimate applies at temperatures well below this. At room temperature and $n\simeq n_c$ the gas is not degenerate, and (\ref{screen}) must be replaced by finite-temperature screening.

Within this model, a metallic gas with these parameters is therefore stable against trapping by isolated hydrogenic centres. The calculation starts from free carriers, so by itself it does not exclude a state in which none are free to screen. But with at least as many centres as carriers, the typical spacing is at most about $n^{-1/3}=2.2\,\mathrm{nm}$, less than $a$, so the centres could not be treated as isolated in that state either. Localization by disorder is a possible cause of insulating behaviour, but it has not been calculated here. A centre with an additional short-range attraction could also bind a carrier, because that attraction is absent from $V(r)$. Here $n$ is the density of carriers available to screen, which in a compensated material differs from the density of centres. The numerical output below gives the one-valley values and the Thomas--Fermi values for four valleys.

\section*{Numbers as computed}
\begin{verbatim}
Largest state-count error in kappa: 0.19 %
One-exponent optimum b: 1.5350 (1/screening length)
One-exponent minimum g: 1.68037 (dimensionless)
One-exponent bound on kappa_c*a: 1.19021 (dimensionless)
kappa_c*a, 2 exponents 1,2,4,...: 1.190524 (dimensionless)
kappa_c*a, 3 exponents 1,2,4,...: 1.190569 (dimensionless)
kappa_c*a, 4 exponents 1,2,4,...: 1.190588 (dimensionless)
kappa_c*a, 5 exponents 1,2,4,...: 1.190594 (dimensionless)
kappa_c*a, direct integration: 1.190612 (dimensionless)
Critical g, direct integration: 1.67981 (dimensionless)
(3 pi^2)^(1/3): 3.09367 (dimensionless)
Critical n^(1/3)*a, Thomas-Fermi: 0.35988 (dimensionless)
Mott empirical n^(1/3)*a, input: 0.26 (dimensionless)
Ratio of n^(1/3)*a to Mott value: 1.384
Ratio of critical density to Mott density: 2.652
n^(1/3)*a from kappa*a=1: 0.2539 (dimensionless)
kF*a at threshold: 1.1133 (dimensionless)
kappa/kF at threshold: 1.0694 (dimensionless)
n^(1/3)*a, Lindhard, 6 exponents: 0.3978
n^(1/3)*a, Lindhard, 8 exponents: 0.3978
Lindhard/Thomas-Fermi critical density: 1.350
Model relative permittivity: 30.0 (dimensionless)
Model effective mass: 0.30 electron masses
Effective Bohr radius: 5.2918 nm
Critical density, one valley: 3.1453e+17 cm^-3
Density from Mott value: 1.1861e+17 cm^-3
Model valley number: 4 (dimensionless)
Critical n^(1/3)*a, 4 valleys: 0.1428
Critical density, 4 valleys: 1.9658e+16 cm^-3
Fermi energy at one-valley threshold: 5.622 meV
Fermi temperature at that threshold: 65.24 K
Chosen carrier density: 1.00e+20 cm^-3
Chosen density/critical density, one valley: 317.9
n^(1/3)*a at chosen density: 2.4562 (dimensionless)
kappa*a at chosen density, one valley: 3.1105
kappa*a at chosen density, 4 valleys: 4.9376
Lowest box level at n_c/2: -0.004664 effective hartree
Lowest box level at 2*n_c: 0.000114 effective hartree
Lowest box level at chosen n: 0.000123 effective hartree
\end{verbatim}
